A perturber in a Rydberg series: defects, fractions and lifetimes

**Problem**

A Rydberg series in channel 1 converges to the threshold I₁ = 0. Channel 2 has the higher threshold I₂ > 0, and one of its states, the perturber, lies among the levels of the series. Hartree atomic units are used unless a unit is given. Below both thresholds, effective quantum numbers ν₁ and ν₂ are defined by

E = −1/(2ν₁²) = I₂ − 1/(2ν₂²).

Outside the core the electron sees a Coulomb potential. The core is described by real constants μ₁, μ₂ and R ≠ 0: in channel i the wave function is

aᵢfᵢ − gᵢ Σⱼ Rᵢⱼaⱼ, with R₁₁ = R₂₂ = 0 and R₁₂ = R₂₁ = R.

Here fᵢ and gᵢ are Coulomb functions a quarter cycle apart, shifted in phase by πμᵢ. At large distance their growing parts are proportional, with a common factor, to sin θᵢ and −cos θᵢ, where θᵢ = π(νᵢ + μᵢ).

(a) Find the condition for bound levels.

(b) Number the levels consecutively by n and define the defect δ = n − ν₁. By how much does δ rise when ν₂ grows by one unit, and by how much across one perturber in a real series?

(c) Find the fraction w₂ of each level in channel 2.

(d) An unmixed Rydberg level has lifetime τ₀ν₁³, and the bare perturber has lifetime τₚ. Let weak loss enter as small positive imaginary parts of μ₁ and μ₂. Find the lifetime of a mixed level. When is it shortened?

(e) Evaluate the levels n = 8 to 17 for I₂ = 0.05 hartree, μ₁ = 0.20, μ₂ = 0.95, R = 0.15, τ₀ = 1 ns and τₚ = 10 ns.

**Solution**

**(a) Level condition**

A bound state has no growing part in either channel:

a₁ sin θ₁ + R a₂ cos θ₁ = 0,
a₂ sin θ₂ + R a₁ cos θ₂ = 0.

A nonzero pair (a₁, a₂) exists if the determinant vanishes:

sin θ₁ sin θ₂ − R² cos θ₁ cos θ₂ = 0.

A cosine can vanish at a root only in a special case. If cos θ₁ = 0, the condition requires sin θ₂ = 0, and the first equation then gives a₁ = 0 while the second gives R a₁ = 0, which leaves a₂ free. This special case is the limit in which tan θ₁ is infinite and tan θ₂ is zero; the same holds with the channels exchanged. With such points understood as limits,

tan θ₁ tan θ₂ = R².

**(b) Rise of the defect**

Without coupling, the perturber sits where ν₂ + μ₂ is an integer m. Define

νₚ = m − μ₂, φ = π(ν₂ − νₚ).

Then θ₂ = φ + πm, so tan θ₂ = tan φ. Also θ₁ = π(n − δ + μ₁), so tan θ₁ = −tan π(δ − μ₁). The level condition becomes

tan π(δ − μ₁) = −R²/tan φ.

Write δ − μ₁ = 1/2 + y. Since tan(π/2 + πy) = −1/tan πy, this gives tan πy = tan φ/R², and

δ = μ₁ + 1/2 + (1/π) arctan(tan φ/R²).

As φ runs from −π/2 to π/2, the arctangent runs from −π/2 to π/2. The defect therefore rises continuously from μ₁ to μ₁ + 1: by exactly one per unit of ν₂, whatever the nonzero value of R.

A real series ends at E = 0, so only part of this unit may be available. For large |x|, arctan x differs from ±π/2 by about 1/|x|. If |tan φ| ≫ R² at an end of the energy range, that end therefore leaves out a tail of about

R²/(π|tan φ|).

Near the perturber, dν₂/dE = ν₂³ gives tan φ ≈ πνₚ³(E − Eₚ), where Eₚ = I₂ − 1/(2νₚ²). Thus

δ ≈ μ₁ + 1/2 + (1/π) arctan[2(E − Eₚ)/Γc], Γc = 2R²/(πνₚ³).

The coupling width Γc is the energy range, centred on Eₚ, over which the arctangent makes half of its full unit rise. This energy form needs R² ≪ 1, so that φ stays small over that range; in general the half rise covers (2/π) arctan R² in ν₂. Below I₁ the levels are stationary, and Γc is not their decay rate. If the same perturber lay above I₁, Γc would be its autoionization width.

**(c) Perturber fraction**

The slope of the defect follows from the chain rule:

s = dδ/dν₂ = [1/(1 + tan²φ/R⁴)] · 1/(R² cos²φ)
= R²/(R⁴ cos²φ + sin²φ).

The Hamiltonian contains I₂ multiplied by the projector on channel 2. By the Hellmann–Feynman theorem, the normalized state has

w₂ = dE/dI₂.

Shift I₂ while keeping n and the core constants fixed. The definitions of ν₁ and ν₂ give

dν₁ = ν₁³ dE, dν₂ = ν₂³(dE − dI₂).

Since ν₁ = n − δ, we also have dν₁ = −s dν₂. Hence

ν₁³ dE = −sν₂³(dE − dI₂),

w₂ = sν₂³/(ν₁³ + sν₂³), w₁ = 1 − w₂ = ν₁³/(ν₁³ + sν₂³).

For a level lying at Eₚ, s = 1/R². With the local Rydberg spacing D = 1/ν₁³,

w₂ = 1/(1 + R²ν₁³/νₚ³) = 1/(1 + πΓc/(2D)).

Such a level is almost pure perturber if Γc ≪ D. If Γc ≫ D, the perturber is spread over many levels.

At fixed I₂, treat n = ν₁ + δ as continuous. Then dδ = sν₂³dE and dn = (ν₁³ + sν₂³)dE, so w₂ = dδ/dn. Replacing the sum of w₂ over levels by an integral over n gives the rise of δ. This replacement is an approximation, checked numerically in (e).

**(d) Lifetime**

Replace μᵢ by μᵢ + iβᵢ, with βᵢ small and positive. The level condition depends only on uᵢ = νᵢ + μᵢ, so along it du₁ = −s du₂. At fixed thresholds,

ν₁³ dE + iβ₁ = −s(ν₂³ dE + iβ₂),

dE = −i(β₁ + sβ₂)/(ν₁³ + sν₂³).

Setting dE = −iΓ/2 and using the fractions above gives, to first order in the loss,

Γ = w₁Γ₁ + w₂Γ₂, Γ₁ = 2β₁/ν₁³, Γ₂ = 2β₂/ν₂³.

The given lifetimes fix τ₀ = 1/(2β₁) and τₚ = νₚ³/(2β₂). Therefore

1/τ = w₁/(τ₀ν₁³) + (w₂/τₚ)(νₚ/ν₂)³.

Since Γ − Γ₁ = w₂(Γ₂ − Γ₁), a mixed level lives shorter than an unmixed level with the same ν₁ if Γ₂ > Γ₁, and longer if Γ₂ < Γ₁. This form of loss contains no interference between decay amplitudes from the two channels. It rests on the assumption that loss enters only through μ₁ and μ₂. Loss can also give R an imaginary part, for instance when both channels decay to the same final state, and even when the core absorbs in one channel only (see the end of (e)). A cross term then appears; it changes sign across the perturber, so it raises the rate on one side and lowers it on the other.

**(e) Numbers**

With m = 4, νₚ = 3.05 and Eₚ = −3.7490 millihartree. The coupling width is 0.5049 millihartree and the local spacing is 0.6493 millihartree, so several levels share the perturber. Each level is found by solving ν₁ + δ = n.

For n = 12, E = −3.8403 millihartree, and

2(E − Eₚ)/Γc = 2(−0.0913)/0.5049 = −0.362,
δ ≈ 0.70 + arctan(−0.362)/π = 0.59.

Here cos φ ≈ 1, so

s ≈ (1/0.0225)/(1 + 0.362²) = 39.3.

With ν₁ = 11.4104 and ν₂ = 3.0474, ν₁³ = 1485.6 and sν₂³ ≈ 1112. Thus

w₂ = 1112/(1485.6 + 1112) = 0.428,

1/τ = 0.572/(1485.6 ns) + (0.428/10 ns)(3.05/3.0474)³
= 0.0433 ns⁻¹,

and τ = 23.1 ns. An unmixed level with the same ν₁ would live 1486 ns, which is 64 times longer. The last column below gives this factor for each level.

n | ν₁ | δ | w₂ | τ (ns) | factor
8 | 7.782 | 0.218 | 0.009 | 324 | 1.5
9 | 8.770 | 0.230 | 0.016 | 318 | 2.1
10 | 9.747 | 0.253 | 0.036 | 210 | 4.4
11 | 10.679 | 0.321 | 0.124 | 75.2 | 16
12 | 11.410 | 0.590 | 0.428 | 23.1 | 64
13 | 12.026 | 0.974 | 0.237 | 41.7 | 42
14 | 12.903 | 1.097 | 0.057 | 166 | 13
15 | 13.868 | 1.132 | 0.021 | 410 | 6.5
16 | 14.852 | 1.148 | 0.011 | 747 | 4.4
17 | 15.844 | 1.156 | 0.006 | 1160 | 3.4

Between the edges n = 7.5 and n = 400.5, ν₂ grows from 2.9008 to 3.1622, about a quarter of a unit. The missing tails are 0.014 below and 0.019 above, so δ rises by 0.966. The fractions from n = 8 to 400 sum to 0.9665, close to this rise. In the window 6.5 < ν₁ < 20.5 there are 15 levels, against 14 without the perturber: the series has gained one level.

In this loss model, which has no interference, the shortening persists far from the perturber, because a small fraction of a fast decay can compete with a slow one. Toward threshold w₁ → 1 and w₂ → sν₂³/ν₁³, so the factor tends to 1 + sνₚ³τ₀/τₚ. There s ≈ 0.19, which gives a limit of about 1.5.

The constant-parameter model was also tested on a two-channel radial Schrödinger equation. Three parameters fitted to its eigenvalues predicted the channel-2 norms of its eigenvectors within 0.0001 to 0.0002, depending on how the fit is weighted. For weak absorption in the core of channel 2, the loss of the most strongly mixed level, relative to the bare perturber, was 0.42 directly and 0.41 from the formula. For this absorption in channel 2, the direct loss agrees with the formula to about 1% for ν₁ from 9.8 to 13.9, but falls to 0.95 of it at ν₁ ≈ 20 and 0.93 at ν₁ ≈ 25. For absorption in the core of channel 1, the simple share w₁Γ₁ can be badly wrong, above all for the strongly mixed levels near the perturber: in the radial model the direct loss is 0.33 and 1.95 times w₁Γ₁ for the two most mixed levels, and still 1.10 times at ν₁ ≈ 25. In that model this absorption acts as an imaginary part of R, of size about 0.3β₁, in addition to β₁, which brings in the cross term left out in (d).

Calculated quantities

```
Model: I2 = 0.05 hartree, mu1 = 0.2, mu2 = 0.95, R = 0.15
Lifetimes put in: tau0 = 1.0 ns, tau_p = 10.0 ns
Perturber: nu_p = 3.0500, E_p = -3.7490 millihartree
nu1 at the perturber energy = 11.549
Coupling width = 0.5049 millihartree
Level spacing there = 0.6493 millihartree
Rise of defect for one unit of nu2 = 1.000000
nu2 at edges n=7.5 and n=400.5: 2.9008, 3.1622
Defect at these edges: 0.2141, 1.1806
Rise of defect between edges = 0.9664
Sum of fractions w2, n=8 to 400 = 0.9665
Levels with 6.5<nu1<20.5: 15, without perturber: 14
Largest error of simple arctangent defect = 0.0020
Largest error of w2 against dE/dI2 = 3.1e-09
Largest relative error of rates, complex roots = 1.3e-12
n, E (millihartree), nu1, nu2, defect, w2, tau (ns), shortening factor
 8   -8.2564   7.7820  2.9296  0.2180  0.0087   324.10    1.45
 9   -6.5004   8.7703  2.9748  0.2297  0.0156   317.94    2.12
10   -5.2633   9.7466  3.0079  0.2534  0.0357   210.00    4.41
11   -4.3845  10.6788  3.0321  0.3212  0.1235    75.23   16.19
12   -3.8403  11.4104  3.0474  0.5896  0.4282    23.09   64.35
13   -3.4571  12.0263  3.0583  0.9737  0.2374    41.68   41.73
14   -3.0033  12.9028  3.0714  1.0972  0.0571   165.72   12.96
15   -2.6000  13.8675  3.0831  1.1325  0.0214   409.72    6.51
16   -2.2666  14.8523  3.0929  1.1477  0.0108   747.03    4.39
17   -1.9918  15.8439  3.1011  1.1561  0.0064  1160.33    3.43
Radial model: core strengths V11, V22, V12 = -1.0, 0.5, 0.25 hartree
Radial model: threshold gap = 0.047815 hartree, levels = 18
Radial fit: mu1 = 0.1581, nu_p = 3.1188, R^2 = 0.01552
Radial model: defect from 0.1769 to 1.1406
Radial model: largest defect misfit = 0.00023
Radial model: nu1, channel-2 norm, w2 from formula
  9.8092   0.0207   0.0207
 10.7707   0.0704   0.0704
 11.5735   0.4120   0.4121
 12.0884   0.3524   0.3523
 12.9261   0.0594   0.0594
Radial model: largest error of w2 = 0.00008
Loss relative to bare perturber, top level: direct 0.4154, formula 0.4115
```
